# Stress tensor of a finite-difference Kohn-Sham energy on a strained grid, part 2

In Hartree atomic units, we seek the strain derivative $S_{ab}=dE/d\varepsilon_{ab}=\Omega\,\sigma_{ab}$ of a discrete density-functional energy; the pressure is $P=-\sigma_{aa}/3$. The cell matrix $A$ (inverse $B$, volume $\Omega$) becomes $(1+\varepsilon)A$ while the $N$ grid points $r=As$ and the atoms keep their fractions $s$. Here $\tau=\Omega/N$, $\delta$ marks first-order changes, $\sum$ without index runs over grid points, $f\cdot g=\sum fg$, and repeated indices are summed. The energy is

$$E=-\sum_\mu\varphi_\mu\cdot\mathcal L\varphi_\mu+\tau\sum F(n,g)+2\sum_{q\mu}h_qC_{q\mu}^2+\tau\sum nu+\frac{\tau}{2}\sum\rho V+E_{\rm ion},$$

with real, doubly occupied orbitals at $\Gamma$ scaled to $\varphi_\mu\cdot\varphi_\lambda=\delta_{\mu\lambda}$, density $n=(2/\tau)\sum_\mu\varphi_\mu^2$, $g=D_an\,D_an$, and exchange-correlation energy $F$ per volume (derivatives $F_n$, $F_g$). Projectors $p_q$ have strengths $h_q$ and overlaps $C_{q\mu}=\sqrt\tau\,p_q\cdot\varphi_\mu$; $u$ is the short-range local potential. Electron charge is positive; $\rho=n-\rho_{\rm ion}$ with Gaussian ions; the mean-free $V$ obeys $\mathcal LV=-4\pi(\rho-\bar\rho)$, with $\bar\rho$ the grid mean of $\rho$. $E_{\rm ion}$ converts Gaussian to point ions. The difference operators $D_a=B_{ia}D_i$, $K_{ab}=B_{ia}B_{jb}K_{ij}$ and $\mathcal L=K_{aa}$ (symmetric) have order $2p$; $D_i$ and $K_{ij}$ do not depend on strain.

**Theorem.** Assume that the orbitals make $E$ stationary under orthonormality, that they can be followed differentiably through $\varepsilon=0$, and that $F$ is differentiable at the values of $n$ and $g$ on the grid. Then $S_{ab}$ is the sum of

$$S^{\rm kin}_{ab}=2\sum_\mu\varphi_\mu\cdot K_{ab}\varphi_\mu,$$

$$S^{\rm xc}_{ab}=\tau\sum\big[(F-nF_n-2gF_g)\delta_{ab}-2F_g\,D_an\,D_bn\big],$$

$$S^{\rm nl}_{ab}=2\sum_{q\mu}h_q\big[C_{q\mu}^2\delta_{ab}+2C_{q\mu}\sqrt\tau\,M_{ab}[p_q]\cdot\varphi_\mu\big],$$

$$S^{\rm loc}_{ab}=\tau\sum n\,M_{ab}[u],$$

$$S^{\rm es}_{ab}=\tau\sum\big[(\tfrac12\rho V-nV)\delta_{ab}-V M_{ab}[\rho_{\rm ion}]\big]-\frac{\tau}{4\pi}V\cdot K_{ab}V,$$

and the ionic term $S^{\rm ion}_{ab}$ of Lemma 7. $M_{ab}$ is defined in Lemma 5; for $u$ and $\rho_{\rm ion}$ it includes a sum over atoms.

**Lemma 2.** Under the assumptions of the theorem, $dE/d\varepsilon_{ab}$ equals the explicit derivative at fixed $\varphi_\mu$.

Then $\delta n=-n\,\mathrm{tr}\,\varepsilon$ and $\delta(\tau n)=0$.

**Lemma 3.** $\delta D_a=-\varepsilon_{ca}D_c$ and $\delta\mathcal L=-2\varepsilon_{ab}K_{ab}$.

**Lemma 4.** The explicit strain derivative of $E_{\rm xc}=\tau\sum F(n,g)$ is $S^{\rm xc}$.

The trace of $S^{\rm kin}$ is $-2T$, with $T$ the kinetic energy; replacing $K_{ab}$ by products of first differences never lowers it (Section 6). For a free wave $k$ on a ring with spacing $h$ and three-point differences, the energy error is $-k^2\theta^2/24$ and the derivative error $+k^2\theta^2/12$, where $\theta=kh$.

### 9. Functions attached to atoms

**Lemma 5.** A periodic sum of a rigid atomic function $f$, evaluated on the grid, changes by $\varepsilon_{ab}M_{ab}[f]$, where $M_{ab}[f]=\sum_{\rm images}x_b\,\partial f/\partial x_a$. Consequently the nonlocal and short-range local terms have the derivatives $S^{\rm nl}$ and $S^{\rm loc}$.

*Proof.* The vector from an image to a grid point is $x=A(s-s_I-t)$, with $s_I$ the fractional position of atom $I$ and $t$ a triple of integers. All three fractional vectors are fixed, so $\delta x_a=\varepsilon_{ab}x_b$. The chain rule gives the first claim. Each image needs its own $x$: one common origin would give a wrong result.

For the local potential, $\delta(\tau n)=0$ leaves $\delta(\tau\sum nu)=\varepsilon_{ab}\,\tau\sum nM_{ab}[u]$. There is no separate volume term.

For the overlap $C_{q\mu}=\sqrt\tau\,p_q\cdot\varphi_\mu$, the prefactor contributes because $\delta\sqrt\tau=\frac12\sqrt\tau\,\mathrm{tr}\,\varepsilon$:

$$\delta C_{q\mu}=\tfrac12C_{q\mu}\,\mathrm{tr}\,\varepsilon+\varepsilon_{ab}\sqrt\tau\,M_{ab}[p_q]\cdot\varphi_\mu.$$

Substitution in $\delta(2\sum h_qC_{q\mu}^2)=4\sum h_qC_{q\mu}\,\delta C_{q\mu}$ gives $S^{\rm nl}$. $\square$

For a radial function, $x_b\,\partial f/\partial x_a=x_ax_bf'(|x|)/|x|$, which is symmetric in $a$ and $b$. For a $p$ projector $p_m=x_m\eta(|x|)$,

$$x_b\frac{\partial p_m}{\partial x_a}=\delta_{am}x_b\eta+\frac{x_mx_ax_b}{|x|}\eta'.$$

The first part is not symmetric for a single $m$. Multiplied by $C_m$ and summed over $m$ with a common strength, it yields $C_aC_b$, because $\sqrt\tau\sum x_b\eta\varphi$ is again the overlap $C_b$. The sum over the whole shell is thus symmetric on any grid.

The lemma requires differentiable functions. If a projector is cut off at a sphere where it is not zero, the energy jumps when strain carries a grid point through the surface. At such a strain the derivative does not exist.

### 10. Electrostatic term

**Lemma 6.** The explicit strain derivative of $E_{\rm es}=\frac\tau2\sum\rho V$ is $S^{\rm es}$.

*Proof.* The variation has three parts:

$$\delta E_{\rm es}=\tfrac12\mathrm{tr}\,\varepsilon\;\tau\sum\rho V+\tfrac\tau2\sum V\delta\rho+\tfrac\tau2\sum\rho\,\delta V.$$

To eliminate $\delta V$, vary $\mathcal LV=-4\pi(\rho-\bar\rho)$:

$$\mathcal L\,\delta V=-4\pi(\delta\rho-\delta\bar\rho)-(\delta\mathcal L)V.$$

Since $V$ and $\delta V$ have zero mean, $\bar\rho$ and $\delta\bar\rho$ drop out of products with them. Using first the equation for $V$, then the symmetry of $\mathcal L$, then the varied equation,

$$\sum\rho\,\delta V=-\frac1{4\pi}(\mathcal LV)\cdot\delta V=-\frac1{4\pi}V\cdot\mathcal L\,\delta V=\sum V\delta\rho+\frac1{4\pi}V\cdot(\delta\mathcal L)V.$$

The two terms with $\delta\rho$ combine, and $\delta\mathcal L=-2\varepsilon_{ab}K_{ab}$ gives

$$\delta E_{\rm es}=\tfrac12\mathrm{tr}\,\varepsilon\;\tau\sum\rho V+\tau\sum V\delta\rho-\frac{\tau}{4\pi}\,\varepsilon_{ab}\,V\cdot K_{ab}V.$$

The electrons are diluted by the strain, whereas the ionic Gaussians are rigid and obey Lemma 5:

$$\delta\rho=-n\,\mathrm{tr}\,\varepsilon-\varepsilon_{ab}M_{ab}[\rho_{\rm ion}].$$

Inserting this gives $S^{\rm es}$. $\square$

The last term of $S^{\rm es}$ is the discrete form of $\frac1{4\pi}\int\partial_aV\,\partial_bV\,d^3r$, the direction-dependent part of the Maxwell stress, integrated over the cell. As in the kinetic term, the sign changes because $K_{ab}$ is a second derivative. The operator must be the $K_{ab}$ belonging to the Laplacian used to find $V$.

### 11. Point ions

Ion $I$ has charge $Z_I$ and Gaussian width $w_I$, that is, the density $Z_I(2\pi w_I^2)^{-3/2}e^{-x^2/2w_I^2}$. The potential of a unit Gaussian of width $w$ is $\mathrm{erf}(r/\sqrt2w)/r$. Indeed,

$$\frac1r\frac{d^2}{dr^2}\mathrm{erf}\Big(\frac{r}{\sqrt2w}\Big)=-\sqrt{\frac2\pi}\,\frac{e^{-r^2/2w^2}}{w^3}=-4\pi\,\frac{e^{-r^2/2w^2}}{(2\pi w^2)^{3/2}}.$$

The interaction of two unit Gaussians involves the convolution of their densities, which is a Gaussian of squared width $w_I^2+w_J^2$. It equals $\mathrm{erf}(R/c)/R$ with $c=c_{IJ}=\sqrt{2(w_I^2+w_J^2)}$. Point charges exceed this by

$$U_{IJ}(R)=\frac{\mathrm{erfc}(R/c)}{R}.$$

The grid energy also contains each Gaussian's interaction with itself. In the continuum that is half the limit of $\mathrm{erf}(R/2w_I)/R$ for $R\to0$, times $Z_I^2$, or $Z_I^2/(2\sqrt\pi w_I)$. Therefore

$$E_{\rm ion}=\frac12\sum_{\rm pairs}Z_IZ_JU_{IJ}(R)-\sum_I\frac{Z_I^2}{2\sqrt\pi\,w_I}.$$

The pair sum runs over all $I$, $J$ and all images, without the pair of zero distance. These are continuum expressions, so the point-ion energy is restored only up to the grid error in the energy of the Gaussians. On the $12\times12\times14$ grid of Section 14 that error is $1.6\times10^{-5}$ Ha, and it contributes $1.3\times10^{-4}$ Ha to the trace of $S$. The theorem is not affected, because it differentiates the discrete energy as defined.

**Lemma 7.** The ionic part of the derivative is

$$S^{\rm ion}_{ab}=\frac12\sum_{\rm pairs}Z_IZ_J\,U_{IJ}'(R)\,\frac{R_aR_b}{R},\qquad U_{IJ}'=-\frac{\mathrm{erfc}(R/c)}{R^2}-\frac{2e^{-R^2/c^2}}{\sqrt\pi\,cR}.$$

*Proof.* Fixed fractions give $\delta R_a=\varepsilon_{ab}R_b$, hence $\delta R=\varepsilon_{ab}R_aR_b/R$. The self-energies do not depend on the cell. $\square$

**Proof of the theorem.** Lemma 2 reduces the derivative to explicit changes at fixed $\varphi_\mu$. Lemmas 3 to 7 supply these for every term of $E$. $\square$

### 12. Symmetry and the egg-box ripple

**Corollary.** Let the local potential of each atom be radial, and let the projectors form complete angular-momentum shells, each with one radial function and one strength. Then $S_{ab}=S_{ba}$ on any grid.

*Proof.* Let $Q$ be a rotation and replace $A$ by $QA$ at fixed $\varphi_\mu$. Then $B$ becomes $BQ^{T}$ and $BB^{T}$ is unchanged, so $\mathcal L$, $V$ and $g$ keep their values. All distances are unchanged. The projectors of one shell mix among themselves by an orthogonal matrix, which leaves the sum of squared overlaps unchanged. The energy at fixed $\varphi_\mu$ is therefore the same. An infinitesimal rotation is an antisymmetric strain $\omega$, so $S_{ab}\omega_{ab}=0$ for every antisymmetric $\omega$. $\square$

The grid does break translation symmetry. If the atoms are shifted rigidly against it, the energy ripples with the period of one grid step. This is the egg-box effect.

A homogeneous strain at fixed point number does not carry an atom through the ripple: its offset from the nearest grid point, measured in grid steps along the lattice axes, stays fixed. The ripple still enters the stress, because its height at that offset changes with the spacing.

### 13. What the stress inherits from the grid

Strain the cell isotropically, $\varepsilon_{ab}=\delta_{ab}\,d\ln\ell$, where $\ell$ is a linear dimension of the cell. Then $S_{aa}=dE/d\ln\ell$. Suppose that the leading grid error of the energy is $\Delta E=C(\ell)h^q$. At fixed point number $h$ is proportional to $\ell$, so

$$\Delta S_{aa}=\Big(q+\frac{d\ln|C|}{d\ln\ell}\Big)\Delta E.$$

On the ring, $q=2$ and $C=-k^4/24\propto\ell^{-4}$. The factor is $2-4=-2$, in agreement with the two errors found there. If the orbitals are shaped mainly by the atoms and little by the cell, $C$ should vary slowly and the factor should lie near $q$. For a high-order stencil the stress error is then several times the energy error.

Subtracting $h\,\partial E/\partial h$ from $S_{aa}$ would give the derivative at fixed spacing, which is not the derivative of the energy at fixed point number. Its leading error is $(d\ln|C|/d\ln\ell)\,\Delta E$. On the ring this is $-4\,\Delta E$, twice as large as the error at fixed point number. Where $C$ varies slowly, it is the smaller of the two.

### 14. Worked example

The cell has the lattice vectors $(6,0,0)$, $(0.5,6.2,0)$ and $(0.4,-0.6,7)$ bohr. Its volume is $6\times6.2\times7=260.4$ bohr³. Two model atoms with $Z=2$ each supply four electrons in two doubly occupied orbitals. No real material is meant.

Atom 1 sits at fractions $(0.13,0.17,0.21)$ with $w=0.8$ bohr, and atom 2 at $(0.48,0.37,0.44)$ with $w=0.9$ bohr. All functions of an atom contain the same Gaussian $G=e^{-x^2/2w^2}$:

- The short-range potential is $WG$, with $W=-1.0$ and $-0.5$ Ha for atoms 1 and 2.
- The $s$ projector is $(\pi w^2)^{-3/4}G$, with strengths $0.5$ and $-0.3$ Ha.
- The $p$ projectors are $(\sqrt2/w)(\pi w^2)^{-3/4}x_mG$, with strengths $-0.4$ and $0.6$ Ha.

The functional is PBE, the differences are of eighth order ($p=4$), and only $\Gamma$ is used. The orbitals come from a block Davidson iteration, repeated with mixing of the potential until self-consistency. The Poisson equation is solved with the plane-wave multiplier of $\mathcal L$.

On the grid $12\times12\times14$ the energy is $-3.11188$ Ha, and the gap between the highest occupied and lowest empty level is $0.064$ Ha. The formulas of the theorem give the following diagonal components of $S$, in Ha:

| Term | $xx$ | $yy$ | $zz$ |
|---|---|---|---|
| kinetic | −0.7205 | −0.9217 | −1.3411 |
| PBE | 0.3498 | 0.3556 | 0.3594 |
| nonlocal | 0.1834 | 0.0688 | 0.1496 |
| short local | 0.4576 | 0.3944 | 0.4455 |
| electrostatic | 0.0708 | 0.2374 | 0.3638 |
| ionic | −0.0825 | −0.0184 | −0.0391 |
| sum | 0.2587 | 0.1162 | −0.0619 |

The kinetic trace is $-2.9832$ Ha, which is $-2T$ with $T=1.4916$ Ha. The total is a small remainder of large terms of both signs, so an error in one term weighs heavily. The off-diagonal totals are $S_{yz}=0.0269$, $S_{xz}=0.14395$ and $S_{xy}=0.1065$ Ha. The trace of the total is $0.3130$ Ha, and

$$P=-\frac{0.3130}{3\times260.4}=-4.007\times10^{-4}\ \text{Ha/bohr}^3=-11.79\ \text{GPa}.$$

The negative sign means that the cell, with its atoms clamped at these fractions, would lower its energy by shrinking.

**Finite strain.** For each of the six symmetric components, the cell is strained by $\pm5\times10^{-4}$, the orbitals are made self-consistent again, and the energy difference is divided by $10^{-3}$. For a shear, the two entries $\varepsilon_{ab}$ and $\varepsilon_{ba}$ are each half of the stated strain. The largest deviation from the formula is $4\times10^{-7}$ Ha. With a fixed orbital set and steps of $\pm10^{-4}$ for all nine components, the six terms separately agree with their formulas to $3\times10^{-8}$ Ha or better.

The agreement does not rest on a fine grid. On only $9\times9\times10$ points, take the strain $\lambda\eta$ with

$$\eta=\begin{pmatrix}0.6&0.2&-0.3\\0.2&-0.4&0.5\\-0.3&0.5&0.8\end{pmatrix}.$$

A four-point central difference of self-consistent energies at $\lambda=\pm0.002$ and $\pm0.004$ gives $dE/d\lambda=0.041740$ Ha. The formula $S_{ab}\eta_{ab}$ gives the same digits.

**First differences in the kinetic term.** Replacing $K_{ab}$ by products of first differences shifts the trace on the $12\times12\times14$ grid by $+1.7\times10^{-3}$ Ha. The sign is the one derived in Section 6. The shift is $0.5\%$ of the total trace.

**Egg-box ripple.** On the $9\times9\times10$ grid, shifting both atoms by half a grid step along the first lattice vector changes the energy by $4.0\times10^{-5}$ Ha. The largest change of a component of $S$ is $4.1\times10^{-4}$ Ha, ten times as much. A shift by one whole step changes neither beyond rounding error.

**Refinement.** The cell is kept and the grid refined:

| Grid | $E$ (Ha) | $S_{aa}$ (Ha) | $P$ (GPa) |
|---|---|---|---|
| $12\times12\times14$ | −3.111877 | 0.312993 | −11.788 |
| $18\times18\times21$ | −3.111782 | 0.313744 | −11.816 |
| $24\times24\times28$ | −3.111779 | 0.313777 | −11.817 |

Relative to the finest grid, the coarsest of the three has an energy error of $-9.8\times10^{-5}$ Ha and a trace error of $-7.8\times10^{-4}$ Ha. Their ratio is $8.0$, equal to the order of the stencil. For the middle grid the ratio is $11.1$.

The ratio is thus not a constant of the method, and its agreement with the stencil order on the coarsest grid may be accidental. A single power law with one prefactor $C(\ell)$ would give the same ratio for both grids, even with the finest grid as reference. The error is therefore not a single power of $h$ on these grids. The egg-box ripple contributes, because the atoms sit at different offsets from the grid points on each grid. Shifting both atoms by half a step along all three axes changes the trace on the middle grid by $2.7\times10^{-5}$ Ha, nearly as much as its error of $3.3\times10^{-5}$ Ha, and turns the two ratios into $6.9$ and $15.9$. Whether the ripple is the only cause is not established. For the two coarser grids and the stated atomic positions, the grid error of $S_{aa}$, measured against the finest grid, is eight to eleven times that of $E$; other offsets and grids give other factors. The choice of reference matters less for these two grids: against a $36\times36\times42$ grid the ratios are $8.0$ and $10.7$. For the $24\times24\times28$ grid itself the ratio is then only $2.0$.

All numerical values are calculated from the stated model.
